# A Concentration Test for Methyl Exchange in the Trimethylaluminium Dimer

**Q:** In the dimer Al$_2$Me$_6$ two methyls bridge the aluminium atoms and four are terminal. NMR shows the two kinds trading places. You say that diluting the sample can tell whether a dimer opens by itself or needs to collide with another dimer. A line width reports on single methyls, though, not on collisions. Where does concentration enter?

**A:** Through a count of methyls. Write D for the closed dimer. Let exchange events occur at a rate $v$ per volume and time, and let one event turn $n$ bridging methyls into terminal ones on average. I assume equilibrium, with very few monomers or opened dimers, and events that are independent of one another, so that a methyl's prospects depend on its present site alone.

A volume holds $2[\mathrm D]$ bridging methyls, of which $nv$ leave the bridge per unit time. The rate constant for one bridging methyl is therefore

$$k_{bt}=\frac{n v}{2[\mathrm D]} .$$

At equilibrium equally many methyls enter the bridge, drawn from $4[\mathrm D]$ terminal ones:

$$k_{tb}=\frac{n v}{4[\mathrm D]},\qquad k_{ex}=k_{bt}+k_{tb}=\frac{3nv}{4[\mathrm D]} .$$

If $v\propto[\mathrm D]^m$, then $k_{bt}\propto[\mathrm D]^{m-1}$, provided that $n$ does not change with concentration. One power is lost because NMR reports the rate per methyl.

**Q:** Why do you need the sum $k_{ex}$?

**A:** It governs the loss of memory. Let $P(t)$ be the chance that a methyl which was bridging at time zero is bridging at time $t$. Then

$$\frac{dP}{dt}=-k_{bt}P+k_{tb}(1-P)=k_{tb}-k_{ex}P .$$

Since $k_{tb}/k_{ex}=1/3$ and $P(0)=1$, the solution is $P=\tfrac13+\tfrac23e^{-k_{ex}t}$.

**Q:** Take the opening first. If one bridge bond breaks and simply re-forms, nothing has been exchanged.

**A:** That is why $n$ must be worked out. When one Al–C bridge bond breaks, one aluminium becomes three-coordinate. The other still has four methyls: the surviving bridge and three more, namely two old terminals and the methyl just released from the bridge. Rotation about the bond to the surviving bridge lets any of these three close the ring.

Let $k_c$ be the closure rate and $w$ the rate of jumping from the closing position to each of the other two. Let $p_0$ be the chance that the original methyl closes the ring when it is now in the closing position, and $p_1$ the same chance when another methyl is there. Sorting by the next event gives

$$(k_c+2w)p_0=k_c+2wp_1,\qquad (k_c+2w)p_1=wp_0+wp_1 .$$

The second equation gives $p_1=wp_0/(k_c+w)$. Put this into the first and multiply by $k_c+w$:

$$p_0\left[(k_c+2w)(k_c+w)-2w^2\right]=k_c(k_c+w).$$

The bracket equals $k_c(k_c+3w)$, so $p_0=(k_c+w)/(k_c+3w)$. The chance that a different methyl closes the ring is

$$q=1-p_0=\frac{2w}{k_c+3w}.$$

It is 0.154, 0.500 and 0.645 for $w/k_c=0.1$, 1 and 10, and tends to $2/3$ for free rotation. One opening puts at most one bridging methyl into a terminal site, so $n=q$. With $k_o$ the opening rate per dimer, summed over its four bridge bonds, $v=k_o[\mathrm D]$ and

$$k_{bt}=\frac{q k_o}{2}\;\longrightarrow\;\frac{k_o}{3}\quad(w\gg k_c).$$

The concentration has cancelled. Hindered rotation lowers the rate but leaves this conclusion alone, as long as $w$ and $k_c$ do not themselves depend on concentration.

**Q:** Now the collision. I expect a rate constant times $[\mathrm D]$, but rate constants for like partners invite factors of two.

**A:** I define $k_2$ by counting events: $v=k_2[\mathrm D]^2$. Each event involves two dimers, so a given dimer takes part at the rate $2k_2[\mathrm D]$. Suppose the encounter scrambles fully: the four AlMe$_3$ units re-pair, and each donates one of its three methyls at random to a bridge. Each of the four former bridging methyls then ends up terminal with chance $2/3$, so $n=4\times\tfrac23=\tfrac83$ and

$$k_{bt}=\frac{1}{2[\mathrm D]}\,\frac83\,k_2[\mathrm D]^2=\frac43k_2[\mathrm D].$$

An encounter that scrambles differently changes $n$, but as long as $n$ is constant the first power of $[\mathrm D]$ remains.

These counts were tested by simulating individually labelled methyls. In model units, opening with free rotation and $k_o=2$ gave $k_{ex}=0.997$, against $3nv/(4[\mathrm D])=k_o/2=1$. Collision with $k_2=1$ gave 0.400 at $[\mathrm D]=0.2$ and 1.597 at $[\mathrm D]=0.8$, against $2k_2[\mathrm D]=0.400$ and 1.600.

**Q:** So a constant rate proves that the dimer opens at one bridge?

**A:** No. Full dissociation into two monomers gives a constant rate too. Each monomer carries one former bridging methyl. If its three methyls become equivalent before it recombines, that methyl ends up terminal with chance $2/3$. Hence $n=4/3$, and with $v=k_d[\mathrm D]$ we get $k_{bt}=\tfrac23k_d$, again without concentration.

**Q:** Then there are free monomers about, and they could attack dimers.

**A:** They could, and that gives a third law. Let M be the monomer and $K=[\mathrm M]^2/[\mathrm D]$. An incoming monomer displaces one unit of the dimer, with $v=k_m[\mathrm M][\mathrm D]$. If the remaining unit is scrambled in the event, its former bridging methyl turns terminal with chance $2/3$. The displaced unit later re-enters some dimer and donates a random methyl, which adds another $2/3$. Counted over the monomer's whole passage, $n=4/3$, so

$$k_{bt}=\frac23k_m[\mathrm M]=\frac23k_m\sqrt{K[\mathrm D]} .$$

The total concentration in dimer units is $C=[\mathrm D]+[\mathrm M]/2$. For $K\ll C$ nearly everything is dimer, $[\mathrm D]\approx C$, and the rate grows as $C^{1/2}$. The simulation gave an order of 0.480 here. Its two rates were 0.432 and 0.841, against 0.424 and 0.849, so they miss by 2% and 1% in opposite directions. I take this to be sampling scatter, which for the number of methyls followed is of the order of one percent per rate.

The quantity to measure is thus the order

$$\alpha=\frac{\ln(k_a/k_b)}{\ln(C_a/C_b)},$$

where $k_a$ and $k_b$ are the values of $k_{bt}$ at the concentrations $C_a>C_b$, with temperature and solvent held fixed. It is 0 for opening or dissociation, $1/2$ for monomer attack and 1 for direct collision.

**Q:** Suppose a dimer opens, cannot rotate before it closes, and exchanges only if a second dimer catches it open. Is that opening or collision?

**A:** It is both, and the order shows which step controls the rate. Call the opened form D*. It closes unchanged at the rate $k_c$ or is intercepted at the rate $k_x[\mathrm D]$. In the steady state $k_o[\mathrm D]=(k_c+k_x[\mathrm D])[\mathrm D^*]$, so the exchange events occur at

$$v=k_x[\mathrm D][\mathrm D^*]=k_o[\mathrm D]\,\frac{k_x[\mathrm D]}{k_c+k_x[\mathrm D]} .$$

Since $k_{bt}\propto v/[\mathrm D]$, the local order is

$$\frac{d\ln k_{bt}}{d\ln[\mathrm D]}=1-\frac{k_x[\mathrm D]}{k_c+k_x[\mathrm D]}=\frac{1}{1+k_x[\mathrm D]/k_c}.$$

It is 0.909, 0.500 and 0.091 for $k_x[\mathrm D]/k_c=0.1$, 1 and 10. In the first limit interception controls the rate, and the controlling transition state contains two dimers. In the last limit opening controls it, although a second dimer still takes part afterwards. In each limit the order therefore tells how much of the aluminium compound the rate-controlling transition state contains. It does not reveal solvent molecules there, nor the full list of steps.

**Q:** How do I get $k_{bt}$ from a spectrum?

**A:** Let $M_b$ and $M_t$ be the transverse magnetizations of the two sites, $\Delta\nu$ their separation in Hz, and $w_0$ the full width without exchange, taken as equal for both lines. With frequencies measured from the terminal line,

$$\dot M_b=(2\pi i\Delta\nu-\pi w_0-k_{bt})M_b+k_{tb}M_t,$$

$$\dot M_t=(-\pi w_0-k_{tb})M_t+k_{bt}M_b .$$

When $k_{ex}\ll2\pi\Delta\nu$, the transferred magnetization arrives at the wrong frequency and averages out to leading order. The bridge signal then decays at the rate $\pi w_0+k_{bt}$. An exponential decay at rate $r$ gives a Lorentzian of full width $r/\pi$, so

$$W_b=w_0+\frac{k_{bt}}{\pi},\qquad W_t=w_0+\frac{k_{bt}}{2\pi}.$$

The second width uses $k_{tb}=k_{bt}/2$. In this slow-exchange limit the difference $W_b-W_t=k_{bt}/(2\pi)$ does not contain the common natural width.

**Q:** And if the sample is warm enough for the lines to merge?

**A:** Once exchange is fast, $k_{ex}\gg2\pi\Delta\nu$, the trend is reversed. Let $p_b=1/3$ and $p_t=2/3$ be the populations and $\delta=2\pi\Delta\nu$. Measure frequencies from the weighted mean, so that the sites lie at $p_t\delta$ and $-p_b\delta$, and leave out $w_0$ for the moment. Define $S=M_b+M_t$ and $X=p_tM_b-p_bM_t$. Exchange conserves $S$, hence $\dot S=i\delta X$. With $k_{bt}=p_tk_{ex}$ and $k_{tb}=p_bk_{ex}$,

$$\dot X=-k_{ex}X+i\delta(p_t^2M_b+p_b^2M_t).$$

Fast exchange keeps $M_b\approx p_bS$ and $M_t\approx p_tS$. The last bracket becomes $p_bp_t(p_t+p_b)S=p_bp_tS$. Since $X$ relaxes quickly, $X\approx i\delta p_bp_tS/k_{ex}$, and $\dot S=-(\delta^2p_bp_t/k_{ex})S$. Dividing the decay rate by $\pi$ and restoring $w_0$,

$$W=w_0+\frac{4\pi p_bp_t\Delta\nu^2}{k_{ex}} .$$

For $\Delta\nu=240$ Hz and $w_0=1$ Hz, raising $k_{bt}$ from $2\times10^4$ to $2\times10^5$ s$^{-1}$ narrows the line from 6.36 to 1.54 Hz. On concentration, a collision mechanism thus broadens the separate lines in slow exchange but narrows the single line in fast exchange.

**Q:** Give me a case with numbers.

**A:** Take trimethylaluminium in toluene at 228 K, with the same $\Delta\nu$ and $w_0$. I set $k_{bt}=12$ s$^{-1}$ at $C=0.05$ M; this is an assigned value, not a measurement. The bridge width is $1+12/\pi=4.82$ Hz and the terminal width is 2.91 Hz. Their difference of 1.91 Hz returns $2\pi\times1.91=12$ s$^{-1}$.

Opening and collision can both be fitted to this one point. Opening with free rotation needs $k_o=3\times12=36$ s$^{-1}$. Collision needs $k_2=\tfrac34\times12/0.05=180$ M$^{-1}$s$^{-1}$. The rate at one concentration therefore cannot tell these two apart. At 0.5 M, with everything else fixed, the predictions separate:

| Mechanism | $k_{bt}$ (s$^{-1}$) | Bridge width (Hz) |
|---|---:|---:|
| opening | 12 | 4.8 |
| monomer attack | 38 | 13.1 |
| collision | 120 | 40.4 |

The widths come from the full two-site spectrum. For collision the slow-exchange formula gives 39.2 Hz, about 3% less, because $k_{ex}=180$ s$^{-1}$ is no longer tiny beside $2\pi\Delta\nu\approx1500$ s$^{-1}$. The excess lies almost wholly in the line shape, since the decay rate alone gives 39.3 Hz. The terminal width is then 20.2 Hz, so the difference rule would return 127 s$^{-1}$, 6% too high; at such rates the full line shape should be fitted.

**Q:** Real rates carry errors. How sharp is the verdict?

**A:** Let each rate have an independent relative error $\varepsilon$. To first order $\ln(k_a/k_b)$ has the error $\sqrt2\,\varepsilon$, so

$$\sigma_\alpha=\frac{\sqrt2\,\varepsilon}{\ln(C_a/C_b)}=\frac{\sqrt2\times0.10}{\ln10}=0.061$$

for 10% errors and a tenfold range. Orders 0, $1/2$ and 1 are well separated.

A mixture needs more care. If $k=k_1+\kappa C$, then $k_a-k_b=\kappa(C_a-C_b)$, and the collision share at the higher concentration is

$$f=\frac{\kappa C_a}{k_a}=\frac{1-k_b/k_a}{1-C_b/C_a}.$$

Near equal rates its error is $\sqrt2\,\varepsilon/(1-C_b/C_a)=0.157$. Finding equal rates would thus leave room for a collision share of about 0.3 at two standard errors.

A measured order of $1/2$ is ambiguous as well, since a partly intercepted opening, or a mixture of opening and collision, can imitate monomer attack at two points. Between 12 and 38 s$^{-1}$, a third sample at 0.158 M should give $12\times10^{1/4}\approx21$ s$^{-1}$ for monomer attack, but $12+26\times0.108/0.45\approx18$ s$^{-1}$ for the mixture. For the intercepted opening, $k_{bt}\propto C/(k_c+k_xC)$ passes through both end values if $k_xC/k_c=0.316$ at 0.05 M. This ratio is then 1 at 0.158 M, and the rate there is $12\sqrt{10}\times1.316/2\approx25$ s$^{-1}$. With 10% errors this takes repeated measurements.

**Q:** What in a real sample could fake an order?

**A:** Temperature is one cause. With $k\propto T\exp(-\Delta H^\ddagger/RT)$ and a rough activation enthalpy of 80 kJ/mol, a concentrated sample that is 0.5 K warmer than the dilute one exchanges 1.099 times as fast. That is a false order of 0.041.

The solvent is another. If toluene assists the opening in first order, the rate follows the toluene concentration. With a rough dimer volume of 0.19 L/mol and additive volumes, the rate at 0.5 M falls by the factor $(1-0.095)/(1-0.0095)=0.914$, a false order of $-0.039$. Both shifts are smaller than $\sigma_\alpha$, though they would matter in a more precise experiment.

A catalytic impurity I is more serious. If it causes exchange with $v=k_i[\mathrm I][\mathrm D]$ and constant $n$, then $k_{bt}\propto[\mathrm I]$. Diluting one stock solution lowers $[\mathrm I]$ along with $[\mathrm D]$ and gives an order of 1 without any collision between dimers. An impurity held at a fixed concentration gives order 0 instead. The rates should therefore be repeated with separately purified batches of compound and solvent.

The real compound is dimeric in hydrocarbon solution, and the inputs here are rough values meant for that regime. Monomer formation hardly changes the dimer concentration: with a dissociation enthalpy of 80 kJ/mol and entropy of 120 J/(mol K), both rough, $K=8.7\times10^{-13}$ M, and about two aluminium atoms in a million are monomeric at 0.05 M. The example does not establish which mechanism the real compound follows; that takes measured rates.

**Q:** With so little monomer, can we not dismiss monomer attack and dissociation outright?

**A:** Not monomer attack. At $[\mathrm M]=2.1\times10^{-7}$ M it needs $k_m=\tfrac32\times12/[\mathrm M]=8.6\times10^7$ M$^{-1}$s$^{-1}$, which must be compared with the diffusion limit. For spheres of radius $a$ that react on contact, steady diffusion gives a rate constant $4\pi D_{rel}(2a)$ per pair. The relative diffusion constant is $D_{rel}=2k_BT/(6\pi\eta a)$, with $\eta$ the viscosity. The radius cancels, and per mole the limit is $8RT/(3\eta)$. With a rough $\eta=1.7$ mPa s this is $3.0\times10^9$ M$^{-1}$s$^{-1}$, well above the required $k_m$. This test concerns one temperature only. Since $k_{bt}\propto k_m\sqrt K$, an overall activation enthalpy of 80 kJ/mol would leave $80-80/2=40$ kJ/mol for $k_m$. Then $\Delta S^\ddagger=R\ln(k_mh/k_BT)+\Delta H^\ddagger/T\approx+85$ J/(mol K) for a 1 M standard state, and $k_m$ would reach the diffusion limit near room temperature. Direct collision with $k_2=180$ M$^{-1}$s$^{-1}$ would need about $+150$ J/(mol K). Such values are not expected when two molecules join, so a measured activation enthalpy of this size would count against both paths.

Dissociation fares worse. Let $k_r[\mathrm M]^2$ be the rate of recombination events. Equilibrium demands $k_d[\mathrm D]=k_r[\mathrm M]^2$, so $k_d=k_rK$. Among like particles each pair is counted once, which halves the limit:

$$k_d\le\frac{4RT}{3\eta}K=(1.5\times10^9)(8.7\times10^{-13})=1.3\times10^{-3}\ \mathrm{s^{-1}} .$$

The example needs $k_d=\tfrac32\times12=18$ s$^{-1}$.

**Q:** That looks decisive.

**A:** It is only as good as $K$, and $K$ depends on the solvent: any binding of toluene to the three-coordinate monomer would raise it. An error of 18 kJ/mol in the dissociation free energy would remove the conflict. Errors of 10 kJ/mol in the enthalpy and 30 J/(mol K) in the entropy, acting together, would supply nearly 17 kJ/mol of that. The case for monomer attack depends on $K$ as well: the required $k_m$ grows as $K^{-1/2}$, so a dissociation free energy higher by about 13 kJ/mol would lift it above the diffusion limit. The bound on $k_d$ concerns only monomers that separate into the solution. A pair that parts and rejoins inside one solvent cage escapes it, and in a concentration test it looks like opening.

**Q:** And the intercepted opening, in its order-0 limit?

**A:** The same diffusion limit constrains it. At 0.05 M, $k_x[\mathrm D]$ is at most about $1.5\times10^8$ s$^{-1}$. For the local order to be below 0.1 there, $k_x[\mathrm D]/k_c$ must exceed 9, so $k_c$ must be below roughly $1.7\times10^7$ s$^{-1}$. Left alone, the opened dimer would thus take at least some 60 ns on average to close, although at the diffusion limit a second dimer would catch it after about 7 ns. Two samples at 0.05 and 0.5 M constrain less. With $x=k_x[\mathrm D]/k_c$ at 0.05 M they give $\alpha=\log_{10}[10(1+x)/(1+10x)]$, which lies within two standard errors of zero (0.12) once $x$ exceeds about 2.7, a closing time of some 18 ns.

**Q:** What may I then conclude from a dilution series?

**A:** An order near 1 over the whole range, with the controls above, rules out unassisted opening as the main path and puts two dimers in the controlling transition state. An order near 0 rules out direct collision and monomer attack as the main path, within the errors on their shares (about 0.3 and 0.36 at the higher concentration, at two standard errors, for two samples a decade apart with 10% errors). It leaves single-bridge opening (with or without help from the solvent), dissociation and saturated interception to be separated by other evidence, such as a reliable $K$. The numerical output below gives most of the values behind these comparisons.

## Table of computed values

```
SIMULATION, model units: k_ex simulated / derived
  opening (k_o=2): 0.997 / 1.000
  dissociation (k_d=1): 0.996 / 1.000
  collision (k_2=1, D=0.2): 0.400 / 0.400
  collision (k_2=1, D=0.8): 1.597 / 1.600
  monomer attack (k_m=300, K=1e-5, D=0.2): 0.432 / 0.424
  monomer attack (k_m=300, K=1e-5, D=0.8): 0.841 / 0.849
  simulated order: collision 0.998, attack 0.480
OPENED DIMER: chance q that a different methyl closes the bridge
  w/k_c = 0.1: q = 0.154
  w/k_c = 1.0: q = 0.500
  w/k_c = 10.0: q = 0.645
INTERCEPTED OPENING: local order in concentration
  k_x[D]/k_c = 0.1: order = 0.909
  k_x[D]/k_c = 1.0: order = 0.500
  k_x[D]/k_c = 10.0: order = 0.091
EXAMPLE INPUTS (rough)
  T = 228 K, separation = 240 Hz, natural width = 1.0 Hz
  C = 0.05 and 0.5 M, k_bt at 0.05 M = 12 1/s
  dissociation: 80 kJ/mol, 120 J/(mol K)
  activation enthalpy 80 kJ/mol, viscosity 1.7 mPa s
  molar volume 0.19 L/mol, error of a rate 10 %
EQUILIBRIUM
  K = 8.72e-13 M, [M] = 2.09e-07 M at 0.05 M, 6.60e-07 M at 0.5 M
  share of Al present as monomer at 0.05 M = 2.1e-06
CONSTANTS that give the reference rate
  k_o = 36 1/s, k_d = 18 1/s
  k_2 = 180 1/(M s), k_m = 8.6e+07 1/(M s)
SLOW EXCHANGE: k_bt, bridge width from spectrum, natural + k_bt/pi
  0.05 M, all mechanisms: 12.0 1/s, 4.82 Hz, 4.82 Hz
  0.05 M terminal width = 2.91 Hz
  0.5 M, opening: 12.0 1/s, 4.82 Hz, 4.82 Hz
  0.5 M, monomer attack: 37.9 1/s, 13.12 Hz, 13.08 Hz
  0.5 M, collision: 120.0 1/s, 40.39 Hz, 39.20 Hz
FAST EXCHANGE: single-line width from spectrum, from formula
  k_bt = 2e+04 1/s: 6.36 Hz, 6.36 Hz
  k_bt = 2e+05 1/s: 1.54 Hz, 1.54 Hz
RESOLVING POWER of the two concentrations
  standard error of order = 0.061 (sampled 0.062)
  standard error of collision share at 0.5 M, equal rates = 0.157
NEGLECTED EFFECTS
  0.5 K mismatch: rate x 1.099, false order 0.041
  solvent-assisted opening: rate x 0.914, false order -0.039
DIFFUSION LIMITS
  unlike pairs 2.97e+09 1/(M s), like pairs 1.49e+09 1/(M s)
  largest possible k_d = 1.3e-03 1/s, needed 18 1/s
  free-energy error in K that would remove the conflict = 18.1 kJ/mol
```
